**Peierls instability: elliptic band energy, exponential gap and finite rings**

For a half-filled chain with hoppings \(t(1\pm\delta)\), the energy per site is \(-(4t/\pi)\mathcal E(1-\delta^2)+2t\delta^2/(\pi\lambda)\), where \(\mathcal E\) is the complete elliptic integral of the second kind. Here \(\lambda=4\alpha^2/(\pi Kt)\), \(\alpha\) is the change of hopping per unit bond stretch and \(K\) is the bond stiffness. The program asserts this energy and the gap \(4t\delta\) against diagonalised 800-site rings, and the small-\(\delta\) expansion against high-precision quadrature. It also asserts that a numerically relaxed 600-site ring has the displacement given by the minimum condition, and that the weak-coupling law \(\delta_0=(4/e)e^{-1/\lambda}\) holds within its stated error for the stiffer chains. Further assertions cover very soft chains, the finite response at quarter filling, the critical size of rings with \(4n+2\) sites and the linear energy gain of a 60-site ring. For \(t=2\) eV, \(\alpha=4\) eV/Å and \(K=40\) eV/Å\(^2\) the output shows a gap of 0.232 eV and a net energy of \(-0.54\) meV per site. It also shows the weak-coupling law falling 12% below the full solution at \(K=15\) eV/Å\(^2\).

## Verification by program

```python
# Peierls instability of a half-filled tight-binding chain.
# Result under test: with hoppings t(1+d), t(1-d) the energy per site is
#   -(4t/pi) E(1-d^2) + 2 t d^2/(pi lam),   lam = 4 alpha^2/(pi K t),
# which has its minimum at d > 0; for small lam, d = (4/e) exp(-1/lam)
# and the gap is 4 t d.
# Symbols: t hopping (eV), alpha hopping change per bond stretch (eV/A),
# K bond stiffness (eV/A^2), u staggered displacement (A), d = 2 alpha u/t,
# E complete elliptic integral of the second kind (parameter m = 1-d^2).
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import ellipe, ellipkm1

t, alpha, K_main = 2.0, 4.0, 40.0


def coupling(K):
    return 4 * alpha**2 / (np.pi * K * t)


def ring(n_sites, u, K=0.0, n_orbitals=None):
    """Total energy and gap of a real-space ring, two electrons per orbital."""
    if n_orbitals is None:
        n_orbitals = n_sites // 2
    site = np.arange(n_sites)
    shift = u * (-1.0) ** site
    stretch = np.roll(shift, -1) - shift
    hop = t - alpha * stretch
    h = np.zeros((n_sites, n_sites))
    nxt = (site + 1) % n_sites
    h[site, nxt] = -hop
    h[nxt, site] = -hop
    levels = np.linalg.eigvalsh(h)
    energy = 2 * levels[:n_orbitals].sum() + 0.5 * K * np.sum(stretch**2)
    return energy, levels[n_orbitals] - levels[n_orbitals - 1]


def J(d):
    return (ellipkm1(d**2) - ellipe(1 - d**2)) / (1 - d**2)


def band_energy(d):
    return -(4 * t / np.pi) * ellipe(1 - d**2)


def elastic_energy(d, K):
    return 2 * t * d**2 / (np.pi * coupling(K))


def solve_d(K):
    target = 1 / coupling(K)
    x = brentq(lambda y: J(np.exp(y)) - target,
               np.log(1e-12), np.log(0.9999), xtol=1e-13)
    return np.exp(x)


def weak_d(K):
    return 4 * np.exp(-1 - 1 / coupling(K))


# Band energy, elastic energy and gap against real-space diagonalization
for d in (0.05, 0.2, 0.6):
    u = d * t / (2 * alpha)
    e_ring, gap_ring = ring(800, u, K_main)
    assert abs(e_ring / 800 - band_energy(d) - elastic_energy(d, K_main)) < 1e-10
    assert abs(gap_ring - 4 * t * d) < 1e-10

# Closed form of J against its integral, its monotonic fall and its limits
for d in (0.05, 0.3, 0.8):
    direct = quad(lambda x: np.sin(x)**2 / np.hypot(np.cos(x), d * np.sin(x)),
                  0, np.pi / 2, epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    assert abs(direct - J(d)) < 1e-8
assert np.all(np.diff(J(np.geomspace(1e-6, 0.99, 300))) < 0)
assert abs(J(0.9999) - np.pi / 4) < 1e-3
for d in (0.1, 0.01, 0.001):
    assert abs(J(d) - np.log(4 / d) + 1) < d**2 * np.log(4 / d)

# Small-d expansion of the band integral, high-precision quadrature
mp.mp.dps = 30
expansion = []
for text in ("0.1", "0.01", "0.001"):
    d = mp.mpf(text)
    nodes = [mp.mpf(0), d]
    while nodes[-1] * 3 < mp.pi / 2:
        nodes.append(nodes[-1] * 3)
    nodes.append(mp.pi / 2)
    full = mp.quad(lambda y: mp.sqrt(mp.sin(y)**2 + d**2 * mp.cos(y)**2), nodes)
    lead = d**2 / 2 * (mp.log(4 / d) - mp.mpf(1) / 2)
    ratio = (full - 1 - lead) / (d**4 * mp.log(4 / d))
    assert 0.1 < ratio < 0.2
    expansion.append((float(d), float(full - 1), float(lead)))

# Relaxed real-space ring against the root of J = 1/lam
d_main = solve_d(K_main)
u_main = d_main * t / (2 * alpha)
relaxed = minimize_scalar(lambda u: ring(600, u, K_main)[0],
                          bounds=(0.0, 0.03), method="bounded",
                          options={"xatol": 1e-9})
assert abs(relaxed.x / u_main - 1) < 1e-4

# Weak-coupling law: relative error must shrink like d^2 ln(4/d)
stiffnesses = (15.0, 20.0, 30.0, 40.0, 60.0, 80.0)
for K in stiffnesses[2:]:
    d = solve_d(K)
    assert abs(d / weak_d(K) - 1) < d**2 * np.log(4 / d)
gain = band_energy(0.0) - band_energy(d_main)
cost = elastic_energy(d_main, K_main)
net = cost - gain
net_weak = -t * weak_d(K_main)**2 / np.pi
assert abs(net / net_weak - 1) < 0.01

# Very soft chain, lam > 4/pi: energy falls all the way to d = 1
K_edge = alpha**2 / t
assert abs(coupling(K_edge) - 4 / np.pi) < 1e-12
grid = np.linspace(0, 1, 201)
soft = band_energy(grid) + elastic_energy(grid, 0.9 * K_edge)
assert np.all(np.diff(soft) < 0)
stiff = band_energy(grid) + elastic_energy(grid, 1.1 * K_edge)
assert 0 < np.argmin(stiff) < 200

# Quarter filling: the gain is quadratic, with no logarithm
J_quarter = np.log(1 + np.sqrt(2)) - 1 / np.sqrt(2)
quarter_measured = []
for d in (0.02, 0.01):
    n = 804
    drop = (ring(n, 0.0, n_orbitals=n // 4)[0]
            - ring(n, d * t / (2 * alpha), n_orbitals=n // 4)[0]) / n
    quarter_measured.append(drop * np.pi / (2 * t * d**2))
    assert abs(quarter_measured[-1] / J_quarter - 1) < 2e-3

# Rings with N = 4n+2 distort only above a critical size
d_probe = 1e-4
u_probe = d_probe * t / (2 * alpha)
ring_rows = []
for K in (40.0, 50.0, 60.0):
    n_crit = np.pi * np.exp(-np.euler_gamma) / weak_d(K)
    below = 4 * int(np.floor((n_crit - 2) / 4)) + 2
    above = below + 4
    change = [ring(n, u_probe, K)[0] - ring(n, 0.0, K)[0]
              for n in (below, above)]
    assert change[0] > 0 > change[1]
    ring_rows.append((K, n_crit, below, above))

# Rings with N = 4n: total energy falls linearly in d
slope = (ring(60, u_probe, K_main)[0] - ring(60, 0.0, K_main)[0]) / d_probe
assert abs(slope / (-4 * t) - 1) < 0.01

print(f"hopping t = {t:.1f} eV")
print(f"hopping change per stretch alpha = {alpha:.1f} eV/A")
print(f"bond stiffness K = {K_main:.1f} eV/A^2")
print(f"coupling lam = {coupling(K_main):.4f}, 1/lam = {1/coupling(K_main):.4f}")
print(f"undistorted band energy = {band_energy(0.0):.5f} eV per site")
print(f"d at minimum, full equation = {d_main:.5f}")
print(f"d at minimum, weak-coupling law = {weak_d(K_main):.5f}")
print(f"displacement u, full equation = {u_main:.6f} A")
print(f"displacement u, relaxed 600-site ring = {relaxed.x:.6f} A")
print(f"long-short bond difference 4u = {4*u_main:.5f} A")
print(f"gap, full equation = {4*t*d_main:.5f} eV")
print(f"gap, weak-coupling law = {4*t*weak_d(K_main):.5f} eV")
print(f"band energy gain = {1000*gain:.4f} meV per site")
print(f"elastic cost = {1000*cost:.4f} meV per site")
print(f"net energy, full = {1000*net:.4f} meV per site")
print(f"net energy, weak-coupling law = {1000*net_weak:.4f} meV per site")
print("expansion: d, E-1 by quadrature, leading formula")
for d, full, lead in expansion:
    print(f"  {d:.3f}  {full:.6e}  {lead:.6e}")
print("K (eV/A^2), lam, d full, d weak, gap full (meV), gap weak (meV)")
for K in stiffnesses:
    d, w = solve_d(K), weak_d(K)
    print(f"  {K:.0f}  {coupling(K):.4f}  {d:.6f}  {w:.6f}"
          f"  {4000*t*d:.3f}  {4000*t*w:.3f}")
print(f"stiffness where lam = 4/pi: K = {K_edge:.2f} eV/A^2")
print(f"quarter filling, limit of J = {J_quarter:.5f}")
print(f"quarter filling, 804-site ring, d=0.02: {quarter_measured[0]:.5f}")
print(f"quarter filling, 804-site ring, d=0.01: {quarter_measured[1]:.5f}")
print(f"half filling, J at d=0.02: {J(0.02):.4f}, at d=0.01: {J(0.01):.4f}")
print("4n+2 rings: K (eV/A^2), N_c, largest stable N, smallest unstable N")
for K, n_crit, below, above in ring_rows:
    print(f"  {K:.0f}  {n_crit:.2f}  {below}  {above}")
print(f"60-site ring, total energy slope in d = {slope:.4f} eV")
print(f"predicted slope -4t = {-4*t:.4f} eV")
print("tests ok")
```

Running it gives:

```
hopping t = 2.0 eV
hopping change per stretch alpha = 4.0 eV/A
bond stiffness K = 40.0 eV/A^2
coupling lam = 0.2546, 1/lam = 3.9270
undistorted band energy = -2.54648 eV per site
d at minimum, full equation = 0.02906
d at minimum, weak-coupling law = 0.02899
displacement u, full equation = 0.007265 A
displacement u, relaxed 600-site ring = 0.007265 A
long-short bond difference 4u = 0.02906 A
gap, full equation = 0.23247 eV
gap, weak-coupling law = 0.23195 eV
band energy gain = 4.7586 meV per site
elastic cost = 4.2222 meV per site
net energy, full = -0.5364 meV per site
net energy, weak-coupling law = -0.5351 meV per site
expansion: d, E-1 by quadrature, leading formula
  0.100  1.599355e-02  1.594440e-02
  0.010  2.745824e-04  2.745732e-04
  0.001  3.897026e-06  3.897025e-06
K (eV/A^2), lam, d full, d weak, gap full (meV), gap weak (meV)
  15  0.6791  0.383955  0.337454  3071.640  2699.629
  20  0.5093  0.219150  0.206552  1753.198  1652.419
  30  0.3395  0.078323  0.077386  626.581  619.088
  40  0.2546  0.029059  0.028993  232.474  231.945
  60  0.1698  0.004070  0.004070  32.560  32.557
  80  0.1273  0.000571  0.000571  4.570  4.570
stiffness where lam = 4/pi: K = 8.00 eV/A^2
quarter filling, limit of J = 0.17427
quarter filling, 804-site ring, d=0.02: 0.17425
quarter filling, 804-site ring, d=0.01: 0.17426
half filling, J at d=0.02: 4.2995, at d=0.01: 4.9918
4n+2 rings: K (eV/A^2), N_c, largest stable N, smallest unstable N
  40  60.84  58  62
  50  162.38  162  166
  60  433.42  430  434
60-site ring, total energy slope in d = -7.9893 eV
predicted slope -4t = -8.0000 eV
tests ok
```
